# Dispersion from Distant Density Fluctuations, and Why Semilocal Functionals Miss It: verification in Python

```python
# RESULT UNDER TEST (Hartree atomic units)
# Distant neutral spherical fragments A, B have correlation interaction
#   -C6/R^6,  C6 = (3/pi) int_0^inf alpha_A(iu) alpha_B(iu) du,
# while a semilocal energy evaluated at n_A+n_B interacts exponentially weakly.
# alpha: dipole polarizability; u: imaginary frequency; R: separation;
# kappa: density decay constant; n0: density at a nucleus; p: density power.
# The example is two hydrogen atoms with parallel spins, n = exp(-2r)/pi.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import roots_laguerre, eval_genlaguerre, gammaln
from pyscf import gto
from pyscf.dft import libxc

pi = np.pi
nodes, weights = np.polynomial.legendre.leggauss(100)
freq = (1 + nodes) / (1 - nodes)
freq_w = 2 * weights / (1 - nodes)**2

# ---- Hydrogen dipole response in an orthonormal Laguerre basis ----
x, w = roots_laguerre(60)
r, w = x / 2, w / 2
functions, derivatives = [], []
for k in range(25):
    norm = np.sqrt(32 * np.exp(gammaln(k + 1) - gammaln(k + 5)))
    lag = eval_genlaguerre(k, 4, x)
    dlag = -2 * eval_genlaguerre(k - 1, 5, x) if k else np.zeros_like(x)
    functions.append(norm * r**2 * lag)
    derivatives.append(norm * (2*r*lag + r**2*dlag - r**2*lag))
f, df = np.array(functions), np.array(derivatives)
assert np.allclose((f * w) @ f.T, np.eye(25), atol=1e-9)
ham = 0.5 * (df * w) @ df.T + (f * (w * (1/r**2 - 1/r))) @ f.T
energies, vectors = np.linalg.eigh(ham)
omega = energies + 0.5
dip2 = (vectors.T @ (f @ (w * 2 * r**2)) / np.sqrt(3))**2


def alpha(u):
    u = np.atleast_1d(u)
    return np.sum(2*omega*dip2 / (omega**2 + u[:, None]**2), axis=1)


alpha0 = alpha(0.0)[0]
sum_rule = np.sum(2 * omega * dip2)
fluctuation = np.sum(freq_w * alpha(freq)) / pi
z2_direct = quad(lambda s: 4 * s**4 * np.exp(-2*s) / 3, 0, 40)[0]
c6 = 3 / pi * np.sum(freq_w * alpha(freq)**2)
c6_states = 6 * np.sum(np.outer(dip2, dip2) / np.add.outer(omega, omega))
assert abs(alpha0 - 4.5) < 1e-8
assert abs(sum_rule - 1) < 1e-6
assert abs(fluctuation - z2_direct) < 1e-5
assert abs(c6 / c6_states - 1) < 1e-7

# ---- Full Coulomb kernel between Gaussian-basis transition densities ----
basis = [[0, [0.05 * 2.6**k, 1.0]] for k in range(9)]
basis += [[1, [0.04 * 2.2**k, 1.0]] for k in range(7)]
basis += [[2, [0.05 * 2.2**k, 1.0]] for k in range(6)]
atom = gto.M(atom='H 0 0 0', basis={'H': basis}, spin=1, unit='Bohr',
             verbose=0)
h_one = atom.intor('int1e_kin') + atom.intor('int1e_nuc')
e_gto, c_gto = eigh(h_one, atom.intor('int1e_ovlp'))
gaps = e_gto[1:] - e_gto[0]
profile = 2 * gaps[:, None] / (gaps[:, None]**2 + freq**2)
pair_kernel = (profile * freq_w) @ profile.T / (2 * pi)


def full_coulomb_energy(R):
    pair = gto.M(atom=f'H 0 0 0; H 0 0 {R}', basis={'H': basis},
                 unit='Bohr', verbose=0)
    s = atom.nbas
    eri = pair.intor('int2e', shls_slice=(0, s, 0, s, s, 2*s, s, 2*s))
    ground = c_gto[:, 0]
    half = np.tensordot(ground, eri, axes=(0, 0))
    half = np.tensordot(half, ground, axes=(1, 0))
    coupling = c_gto[:, 1:].T @ half @ c_gto[:, 1:]
    return -np.sum(coupling**2 * pair_kernel)


R_near, R_far = 20.0, 40.0
scaled_near = -full_coulomb_energy(R_near) * R_near**6
scaled_far = -full_coulomb_energy(R_far) * R_far**6
c6_coulomb = ((R_far**2*scaled_far - R_near**2*scaled_near)
              / (R_far**2 - R_near**2))
assert abs(c6_coulomb / c6 - 1) < 5e-3

# ---- Uniform coupling integral for fragments with internal coupling ----
bare = np.array([0.5, 0.8, 0.6, 0.9])
inner_a, inner_b, R_osc = 0.10, 0.15, 15.0
inner = np.zeros((4, 4))
inner[0, 1] = inner[1, 0] = inner_a
inner[2, 3] = inner[3, 2] = inner_b
cross = np.zeros((4, 4))
cross[:2, 2:] = cross[2:, :2] = 1
tensor = np.diag([1.0, 1.0, -2.0]) / R_osc**3
W_inner = np.kron(inner, np.eye(3))
W_total = W_inner + np.kron(cross, tensor)
bare_sq = np.diag(np.repeat(bare**2, 3))
lam, lam_w = np.polynomial.legendre.leggauss(24)
lam, lam_w = (lam + 1) / 2, lam_w / 2


def coupling_integral(W):
    total = 0.0
    for strength, weight in zip(lam, lam_w):
        mats = (bare_sq + strength*W
                + freq[:, None, None]**2 * np.eye(12))
        trace = np.einsum('ij,uji->u', W, np.linalg.inv(mats))
        total += weight * np.sum(freq_w * trace) / (2 * pi)
    return total


def zero_point(W):
    return 0.5 * np.sum(np.sqrt(np.linalg.eigvalsh(bare_sq + W)))


def oscillator_c6(internal):
    K = np.diag(bare**2) + internal
    def pol(block):
        mats = block + freq[:, None, None]**2 * np.eye(2)
        return np.linalg.inv(mats).sum(axis=(1, 2))
    return 3/pi * np.sum(freq_w * pol(K[:2, :2]) * pol(K[2:, 2:]))


osc_acfd = coupling_integral(W_total) - coupling_integral(W_inner)
osc_exact = zero_point(W_total) - zero_point(W_inner)
osc_dressed = oscillator_c6(inner)
osc_bare = oscillator_c6(np.zeros((4, 4)))
assert abs(osc_acfd / osc_exact - 1) < 1e-6
assert abs(-osc_exact * R_osc**6 / osc_dressed - 1) < 1e-3
assert abs(osc_bare / osc_dressed - 1) > 0.05

# ---- Semilocal interactions of summed exponential densities ----
kappa, n0 = 2.0, 1 / pi
gx, gwx = np.polynomial.legendre.leggauss(80)
gx, gwx = 20 * (gx + 1), 20 * gwx
gy, gwy = np.polynomial.legendre.leggauss(300)
eta_1d = np.sinh(6 * gy) / np.sinh(6)
eta_w = gwy * 6 * np.cosh(6 * gy) / np.sinh(6)


def spatial_grid(R, p):
    b = p * kappa * R / 2
    xi, eta = np.meshgrid(1 + gx/b, eta_1d, indexing='ij')
    volume = np.outer(gwx/b, eta_w) * pi*R**3/4 * (xi**2 - eta**2)
    ra, rb = R/2*(xi + eta), R/2*(xi - eta)
    rho = R/2 * np.sqrt((xi**2 - 1) * (1 - eta**2))
    z = R/2 * xi * eta
    return [q.ravel() for q in (volume, ra, rb, rho, z)]


def power_direct(p, R):
    volume, ra, rb, _, _ = spatial_grid(R, p)
    na, nb = n0*np.exp(-kappa*ra), n0*np.exp(-kappa*rb)
    big, small = np.maximum(na, nb), np.minimum(na, nb)
    change = big**p * np.expm1(p*np.log1p(small/big)) - small**p
    return np.sum(volume * change)


def midplane_moments(p):
    def g(t):
        return (np.exp(p*t) * np.expm1(p*np.log1p(np.exp(-2*t)))
                - np.exp(-p*t))
    return (2 * quad(g, 0, 120, limit=300)[0],
            2 * quad(lambda t: t*t*g(t), 0, 120, limit=300)[0])


def power_law(p, R):
    a = kappa * R / 2
    b = p * a
    G, G2 = midplane_moments(p)
    return (n0**p * pi*R**3/4 * np.exp(-b)/(a*b)
            * (G*(1 + 2/b + 2/b**2) - G2/a**2))


power_ratios = []
for p in (7/6, 4/3, 5/3):
    power_ratios.append(power_direct(p, 40.0) / power_law(p, 40.0))
    assert abs(power_ratios[-1] - 1) < 1e-4


def functional_interaction(code, R):
    volume, ra, rb, rho, z = spatial_grid(R, 4/3)
    na, nb = n0*np.exp(-kappa*ra), n0*np.exp(-kappa*rb)
    def data(n, center, distance):
        slope = -kappa * n / distance
        return np.array([n, slope*rho, np.zeros_like(n),
                         slope*(z - center)])
    da, db = data(na, -R/2, ra), data(nb, R/2, rb)
    def energy_density(d):
        up = d[0] if code == 'slater,' else d
        value = libxc.eval_xc(code, np.array([up, np.zeros_like(up)]),
                              spin=1, deriv=1)[0]
        return d[0] * value
    change = energy_density(da + db) - energy_density(da)
    return np.sum(volume * (change - energy_density(db)))


exchange_constant = 2**(1/3) * 0.75 * (3/pi)**(1/3)
rows = []
for R in (6.0, 8.0, 10.0, 12.0, 14.0):
    local_x = functional_interaction('slater,', R)
    pbe = functional_interaction('pbe,pbe', R)
    direct = -exchange_constant * power_direct(4/3, R)
    volume, ra, rb, _, _ = spatial_grid(R, 4/3)
    overlap = np.sum(volume * n0**2 * np.exp(-kappa*(ra + rb)))
    assert abs(local_x / direct - 1) < 1e-4
    assert abs(pbe / local_x) < 3
    rows.append((R, -c6/R**6, local_x, pbe, overlap))
assert abs(rows[-1][3] / rows[-1][1]) < 0.3
growth = ((rows[-1][2]/rows[-1][4]) / (rows[1][2]/rows[1][4]))
assert growth > 10
local_law = -exchange_constant * power_law(4/3, 14.0)
assert abs(local_law / rows[-1][2] - 1) < 2e-3
rate = -np.log((power_direct(4/3, 60.)/60) /
               (power_direct(4/3, 40.)/40)) / 20
assert abs(rate - 2*kappa/3) < 0.01
crossing = brentq(lambda R: exchange_constant*power_direct(4/3, R)
                  - c6/R**6, 7, 16)

# ---- Electrostatics of two spherical neutral hydrogen atoms ----
def electrostatic(R):
    return np.exp(-2*R) * (1/R + 5/8 - 3*R/4 - R**2/6)


def fourier_electrostatic(R):
    def integrand(k):
        form = 1 / (1 + k*k/4)**2
        return (form**2 - 2*form) * np.sinc(k*R/pi)
    return 1/R + 2/pi*quad(integrand, 0, 200, limit=2000,
                           epsabs=1e-11, epsrel=1e-11)[0]


for R in (3.0, 5.0, 6.0):
    assert abs(electrostatic(R) - fourier_electrostatic(R)) < 2e-8

hartree_ev = constants.physical_constants['Hartree energy in eV'][0]
bohr_angstrom = constants.physical_constants['Bohr radius'][0] * 1e10
c6_ev = c6 * hartree_ev * bohr_angstrom**6
retardation = 1 / constants.fine_structure / omega[0]

print('HYDROGEN RESPONSE')
print(f'static polarizability = {alpha0:.6f} bohr^3')
print(f'alpha(iu) at u = 0.5 hartree = {alpha(0.5)[0]:.6f} bohr^3')
print(f'oscillator-strength sum = {sum_rule:.6f} (no unit)')
print(f'<z^2> from response = {fluctuation:.6f} bohr^2')
print(f'<z^2> from density = {z2_direct:.6f} bohr^2')
print(f'first dipole excitation = {omega[0]:.6f} hartree')
print(f'retardation length c/omega = {retardation:.1f} bohr')
print(f'C6, frequency integral = {c6:.6f} hartree bohr^6')
print(f'C6, double state sum = {c6_states:.6f} hartree bohr^6')
print(f'C6 converted = {c6_ev:.4f} eV angstrom^6')
print('FULL COULOMB KERNEL, GAUSSIAN BASIS')
print(f'-R^6 E at {R_near:.0f} bohr = {scaled_near:.5f} hartree bohr^6')
print(f'-R^6 E at {R_far:.0f} bohr = {scaled_far:.5f} hartree bohr^6')
print(f'C6 after removing R^-8 term = {c6_coulomb:.5f} hartree bohr^6')
print('OSCILLATOR MODEL, UNIT CHARGES AND MASSES')
print('bare frequencies, A A B B =', bare, 'hartree')
print(f'internal couplings A, B = {inner_a}, {inner_b} atomic units')
print(f'separation = {R_osc:.1f} bohr')
print(f'coupling-integral interaction = {osc_acfd:.8e} hartree')
print(f'zero-point interaction = {osc_exact:.8e} hartree')
print(f'C6 from dressed response = {osc_dressed:.5f} hartree bohr^6')
print(f'C6 from bare response = {osc_bare:.5f} hartree bohr^6')
print('SEMILOCAL INTERACTIONS, SUMMED HYDROGEN DENSITIES')
print(f'density decay constant = {kappa:.1f} bohr^-1')
G, G2 = midplane_moments(4/3)
print(f'G, G2 for p=4/3 = {G:.6f}, {G2:.6f} (no unit)')
for p, ratio in zip(('7/6', '4/3', '5/3'), power_ratios):
    print(f'p={p}, R=40 bohr: direct/law = {ratio:.7f} (no unit)')
print('R (bohr), -C6/R^6, LSDA exchange, PBE xc (all hartree)')
for R, dispersion, local_x, pbe, _ in rows:
    print(f'{R:4.0f}  {dispersion:.5e}  {local_x:.5e}  {pbe:.5e}')
for R, _, _, _, overlap in rows:
    print(f'density overlap at {R:.0f} bohr = {overlap:.5e} bohr^-3')
print(f'LSDA exchange law at 14 bohr = {local_law:.5e} hartree')
print(f'LSDA/overlap growth, 8 to 14 bohr = {growth:.3f} (no unit)')
print(f'fitted exchange decay, 40 to 60 bohr = {rate:.5f} bohr^-1')
print(f'predicted exchange decay = {2*kappa/3:.5f} bohr^-1')
print(f'equal LSDA exchange and C6 term at R = {crossing:.4f} bohr')
print(f'electrostatic energy at 6 bohr = {electrostatic(6):.5e} hartree')
print('every check passed')
```

It prints:

```
HYDROGEN RESPONSE
static polarizability = 4.500000 bohr^3
alpha(iu) at u = 0.5 hartree = 1.905388 bohr^3
oscillator-strength sum = 1.000000 (no unit)
<z^2> from response = 1.000000 bohr^2
<z^2> from density = 1.000000 bohr^2
first dipole excitation = 0.375000 hartree
retardation length c/omega = 365.4 bohr
C6, frequency integral = 6.499027 hartree bohr^6
C6, double state sum = 6.499027 hartree bohr^6
C6 converted = 3.8833 eV angstrom^6
FULL COULOMB KERNEL, GAUSSIAN BASIS
-R^6 E at 20 bohr = 6.82211 hartree bohr^6
-R^6 E at 40 bohr = 6.58149 hartree bohr^6
C6 after removing R^-8 term = 6.50128 hartree bohr^6
OSCILLATOR MODEL, UNIT CHARGES AND MASSES
bare frequencies, A A B B = [0.5 0.8 0.6 0.9] hartree
internal couplings A, B = 0.1, 0.15 atomic units
separation = 15.0 bohr
coupling-integral interaction = -6.59466660e-07 hartree
zero-point interaction = -6.59466661e-07 hartree
C6 from dressed response = 7.51173 hartree bohr^6
C6 from bare response = 10.38404 hartree bohr^6
SEMILOCAL INTERACTIONS, SUMMED HYDROGEN DENSITIES
density decay constant = 2.0 bohr^-1
G, G2 for p=4/3 = 2.649958, 16.357658 (no unit)
p=7/6, R=40 bohr: direct/law = 1.0000000 (no unit)
p=4/3, R=40 bohr: direct/law = 1.0000000 (no unit)
p=5/3, R=40 bohr: direct/law = 1.0000002 (no unit)
R (bohr), -C6/R^6, LSDA exchange, PBE xc (all hartree)
   6  -1.39297e-04  -7.11195e-04  -3.74980e-04
   8  -2.47918e-05  -6.53640e-05  -5.78808e-05
  10  -6.49903e-06  -5.62344e-06  -7.59558e-06
  12  -2.17651e-06  -4.64683e-07  -7.55319e-07
  14  -8.63138e-07  -3.73713e-08  -6.50987e-08
density overlap at 6 bohr = 1.49127e-05 bohr^-3
density overlap at 8 bohr = 4.58211e-07 bohr^-3
density overlap at 10 bohr = 1.26570e-08 bohr^-3
density overlap at 12 bohr = 3.25951e-10 bohr^-3
density overlap at 14 bohr = 7.98751e-12 bohr^-3
LSDA exchange law at 14 bohr = -3.73707e-08 hartree
LSDA/overlap growth, 8 to 14 bohr = 32.798 (no unit)
fitted exchange decay, 40 to 60 bohr = 1.33386 bohr^-1
predicted exchange decay = 1.33333 bohr^-1
equal LSDA exchange and C6 term at R = 9.7703 bohr
electrostatic energy at 6 bohr = -5.96501e-05 hartree
every check passed
```
